# Axial channelling: string potential, critical angle and minimum yield

A fast positive ion that enters a crystal nearly parallel to a row of atoms is pushed away from the row by many weak collisions. This steering is called channelling. It suppresses the close encounters that produce large-angle backscattering. The problem is to find the potential that steers the ion, the angle up to which steering works, and the close-encounter yield that remains for a perfectly aligned beam. The example is 1 MeV helium along the [110] rows of silicon.

**Conventions.** The ion has charge number $Z_1$, mass $M$, speed $v$ and energy $E=Mv^2/2$. The row has atoms of atomic number $Z_2$ at spacing $d$ along $z$, and $\rho$ is the distance from the row. The symbol $e^2$ stands for $e^2/(4\pi\varepsilon_0)=14.40$ eV Å. Angles $\psi$ to the row are small, so $\sin\psi\approx\tan\psi\approx\psi$. Motion is classical, the atoms do not recoil, and energy loss to electrons is neglected. The ion–atom potential is Lindhard's standard screened form

$$V(R)=Z_1Z_2e^2\left[\frac1R-\frac1{\sqrt{R^2+b^2}}\right],\qquad b=Ca,\quad C^2=3 .$$

It is Coulombic for $R\ll b$ and falls as $Z_1Z_2e^2b^2/(2R^3)$ for $R\gg b$. It is a model of the screening, with screening length $a$.

## (a) Average the potential along the row

*Replace the separate atoms by a uniform string and find its potential $U(\rho)$.*

**Solution.** There is one atom per length $d$, so the average is

$$U(\rho)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{z^2+\rho^2}\right)dz .$$

Each term of $V$ alone gives a divergent integral, so we keep finite limits $\pm L$ at first. For any length $s$,

$$\int_{-L}^{L}\frac{dz}{\sqrt{z^2+s^2}}=2\ln\frac{L+\sqrt{L^2+s^2}}{s}.$$

The first term has $s=\rho$, the second $s=\sqrt{\rho^2+b^2}$. In the difference the numerators both approach $2L$ and cancel as $L\to\infty$. What remains is

$$2\ln\frac{\sqrt{\rho^2+b^2}}{\rho}=\ln\frac{\rho^2+b^2}{\rho^2}.$$

Therefore

$$U(\rho)=K\ln\!\left(1+\frac{b^2}{\rho^2}\right),\qquad K=\frac{Z_1Z_2e^2}{d}.$$

Close to the string, $U\approx 2K\ln(b/\rho)$, the potential of a line of charge. Far away, $U\approx Kb^2/\rho^2$. Screening by the electrons removes the logarithm, while the inverse-square form of the tail belongs to the chosen model potential.

## (b) Find the conserved transverse energy

*Show that many small deflections are equivalent to motion in $U$.*

**Solution.** Let the ion pass one atom at distance $\rho$ on a nearly straight path. With $dt=dz/v$, the transverse momentum it receives is

$$\Delta p=-\frac1v\frac{\partial}{\partial\rho}\int_{-\infty}^{\infty}V\,dz=-\frac{d}{v}\,U'(\rho),$$

since the integral equals $d\,U(\rho)$. Dividing by the longitudinal momentum $Mv$ and using $Mv^2=2E$ gives

$$\Delta\psi=-\frac{d\,U'(\rho)}{2E},\qquad U'(\rho)=-\frac{2Kb^2}{\rho(\rho^2+b^2)} .$$

The slope $U'$ is negative, so the deflection is outward.

If $\rho$ changes little between neighbouring atoms, the deflections may be spread evenly over the length $d$:

$$\frac{d\psi}{dz}=-\frac{U'(\rho)}{2E},\qquad \psi=\frac{d\rho}{dz}.$$

Multiply the first equation by $2E\psi$. The left side becomes $d(E\psi^2)/dz$, and the right side becomes $-U'\,d\rho/dz=-dU/dz$. Hence

$$E_\perp=E\psi^2+U(\rho)=\text{constant}.$$

Here $E\psi^2=M(v\psi)^2/2$ is the transverse kinetic energy. For motion that does not head straight at the string, $\psi$ becomes a two-component vector and the same argument holds with its scalar product.

## (c) Find the critical angle

*An ion approaches from far away at angle $\psi$. How close does it come, and up to what angle is the string picture consistent?*

**Solution.** The closest approach is reached in a head-on course, where the transverse velocity vanishes at the turning point. Then $E\psi^2=U(\rho_{\min})$, or

$$\ln\!\left(1+\frac{b^2}{\rho_{\min}^2}\right)=\frac{E\psi^2}{K}.$$

Near the turning point the ion moves a transverse distance of order $\rho_{\min}$ while it travels a length of order $\rho_{\min}/\psi$ along the row. For several atoms to share the deflection, this length should not be shorter than $d$:

$$\rho_{\min}\gtrsim d\psi .$$

Taking equality as an estimate of the limit, we obtain

$$\psi_c^2=\frac KE\ln\!\left(1+\frac{b^2}{d^2\psi_c^2}\right).$$

When $b/(d\psi_c)$ is well above one, the logarithm varies slowly. It is about 3 for 1 MeV helium in silicon and keeps growing with energy, so $\psi_c$ itself falls somewhat more slowly than $E^{-1/2}$. Setting it equal to 2 defines Lindhard's characteristic angle:

$$\psi_1=\sqrt{\frac{2K}{E}}=\sqrt{\frac{2Z_1Z_2e^2}{Ed}} .$$

The value 2 is a convention. Thus $\psi_1$ sets the scale of the critical angle and is not a sharp threshold. With $K/E=\psi_1^2/2$, the turning point is

$$\rho_{\min}(\psi)=\frac{b}{\sqrt{\exp(2\psi^2/\psi_1^2)-1}} .$$

At $\psi=\psi_1$ this becomes

$$r_1=\frac{\sqrt3\,a}{\sqrt{\exp(2)-1}}=0.685\,a .$$

As long as the string picture holds, an ion at the characteristic angle therefore turns at a fixed fraction of the screening length, independent of its energy. At low energy, where $\psi_1$ exceeds $a/d$, the turning distance depends on where the ion meets the individual atoms.

**The low-energy limit.** The result belongs to the regime $\psi_1<a/d$. In the opposite limit, $d\psi_c\gg b$, the logarithm may be expanded as $\ln(1+x)\approx x$:

$$\psi_c^2\approx\frac{\psi_1^2}{2}\,\frac{3a^2}{d^2\psi_c^2}
\quad\Longrightarrow\quad
\psi_c\approx\left(\sqrt{\frac32}\,\frac{a\psi_1}{d}\right)^{1/2}.$$

Since $\psi_1\propto E^{-1/2}$, this estimate of the critical angle then approaches an $E^{-1/4}$ dependence. The angles must also stay small, so the limit requires $b\ll d\psi_c\ll d$. For the silicon row treated below, $b/d$ is 0.088, so this window spans only about a factor of eleven in angle, and both inequalities can be met only roughly.

## (d) Evaluate the angle for helium in silicon

*Use a lattice parameter of 5.431 Å and decide whether the high-energy formula applies.*

**Solution.** Atoms along [110] are half a face diagonal apart, so $d=5.431/\sqrt2=3.840$ Å. The ion moves 1.59 times as fast as an electron bound to its own nucleus in the lowest hydrogen-like orbit, so we treat it as bare. This is an approximation, because at such a speed some ions still carry an electron. The screening then comes from the silicon atom, for which we take the Thomas–Fermi length

$$a=0.8853\,a_0Z_2^{-1/3}=0.194\ \text{Å},\qquad b=0.337\ \text{Å},$$

where $a_0$ is the Bohr radius. The product of charges is $Z_1Z_2e^2=2\times14\times14.40=403.2$ eV Å, and $K=403.2/3.840=105.0$ eV. Thus

$$\psi_1=\sqrt{\frac{2\times403.2}{10^6\times3.840}}=0.01449\ \text{rad}=0.83^\circ .$$

The comparison angle is $a/d=0.0506$ rad, so $\psi_1<a/d$ and the high-energy regime applies. The corresponding transverse energy is $E\psi_1^2=2K=210$ eV, a tiny part of 1 MeV. The turning distance is $r_1=0.685\times0.194=0.133$ Å, while $d\psi_1=0.056$ Å. The consistency condition is met at $\psi_1$.

Solving the equation for $\psi_c$ gives $1.05^\circ$, or $1.26\,\psi_1$. The value can be checked by substitution: $b/(d\psi_c)=0.337/0.0702=4.80$, and $\sqrt{\tfrac12\ln(1+4.80^2)}=1.26$.

A Newtonian trajectory past separate fixed atoms tests the string picture at $\psi_1$. It turns at 0.133 Å and leaves with a transverse energy of 210.1 eV, against 210.0 eV initially.

A sequence of separate impulses on a head-on course shows how conservative the estimate $\rho_{\min}=d\psi$ is. The relative change of $E_\perp$ stays below $10^{-4}$ both at $\psi_1$ and at $\psi_c$. At $2\psi_1$ conservation has failed completely. The very large change printed there comes from nearly central hits, for which the small-angle impulse formula is itself invalid, so its size has no physical meaning. For a rigid row the breakdown thus lies somewhere between $1.26\,\psi_1$ and $2\psi_1$. Part (g) shows why the yield of a vibrating crystal rises earlier.

## (e) Find the minimum yield of a static lattice

*The beam is parallel to the rows. What fraction of the ions is not channelled?*

**Solution.** Let $N$ be the number of atoms per volume. A length $d$ of one string contains one atom and occupies the volume $A_0d=1/N$, so each string owns the area $A_0=1/(Nd)$.

A parallel ion has no transverse kinetic energy at entry. If it enters at distance $\rho$ from a string, it acquires $E_\perp=U(\rho)$. We now adopt $E\psi_1^2$ as the cut-off: ions with more transverse energy count as a random beam, with relative yield 1. Because $U$ decreases with $\rho$ and $U(r_1)=E\psi_1^2$, these are the ions that enter at $\rho<r_1$. For atoms at rest the others cannot reach the nuclei, and

$$\chi_{\text{static}}=\frac{\pi r_1^2}{A_0}=\pi Nd\,r_1^2=\frac{3\pi Nd\,a^2}{\exp(2)-1}.$$

Within this cut-off rule the energy has dropped out. In silicon, $A_0=5.214$ Å$^2$, so

$$\chi_{\text{static}}=\frac{\pi(0.1332)^2}{5.214}=0.0107=1.07\ \text{percent}.$$

The result inherits the arbitrariness of the cut-off. With the radius $d\psi_c=0.0702$ Å in place of $r_1$, the same formula gives 0.30 percent.

## (f) Include thermal vibration

*Atoms displaced from the row can be hit by channelled ions. Add this contribution.*

**Solution.** Let $u_1$ be the rms displacement in one direction. The two transverse displacements are taken as independent Gaussians, so the atomic density around the string is

$$P(r)=\frac{\exp(-r^2/u_2^2)}{\pi u_2^2},\qquad u_2^2=2u_1^2 .$$

We also need the distribution of the ions. Assume that after some depth the ions of each $E_\perp$ fill their transverse phase space uniformly. With transverse momentum $p$ and kinetic energy $T=p^2/(2M)$, we have $d^2p=2\pi p\,dp=2\pi M\,dT$, and

$$\int d^2p\;\delta\!\left(E_\perp-T-U\right)=2\pi M\quad\text{wherever }U<E_\perp .$$

This does not depend on position. The ions are therefore spread evenly over the area they can reach. The property belongs to two transverse dimensions, where the factor $p\,dp$ is proportional to $dT$.

Replace the cell by a circle of area $A_0$ around its string. An ion that entered at $r$ can reach the area $A_0-\pi r^2$ outside that radius. Its density there exceeds that of a random beam by $A_0/(A_0-\pi r^2)$. Define the area fractions

$$x=\frac{\pi r^2}{A_0},\qquad x_1=\frac{\pi r_1^2}{A_0},\qquad x_2=\frac{\pi u_2^2}{A_0}.$$

The fraction of atoms outside $r$ is $e^{-x/x_2}$, apart from the cut of the Gaussian at the cell edge $x=1$. With that cut included, the sum over all entry points is

$$\chi=x_1+\int_{x_1}^{1}\frac{dx}{1-x}\;\frac{e^{-x/x_2}-e^{-1/x_2}}{1-e^{-1/x_2}} .$$

The numerator vanishes at $x=1$, so the integral is finite there. For $x_1,x_2\ll1$ the important values of $x$ are small. We may then set $1/(1-x)\approx1$ and drop $e^{-1/x_2}$, which gives

$$\chi\approx x_1+x_2\,e^{-x_1/x_2}.$$

If $u_2\to0$, this returns the static result. If $r_1\ll u_2$, it tends to $x_2=\pi Nd\,u_2^2$, the area of the thermal cloud relative to the cell.

For silicon we insert $u_1=0.075$ Å, a rough room-temperature size. Then $u_2=0.106$ Å, $x_2=0.68$ percent, and

$$\chi=1.07+0.678\,e^{-1.069/0.678}=1.07+0.14=1.21\ \text{percent}.$$

The full integral also gives 1.21 percent. With the smaller cut-off radius $d\psi_c$ the result would be $0.30+0.678\,e^{-0.297/0.678}=0.73$ percent. The model therefore predicts a yield of about one percent, and the second decimal has no physical weight.

## (g) Judge the estimates

*Compare them with a calculation that follows many ions through the [110] structure, and explain the angle at which the yield rises.*

**Solution.** The calculation uses the impulses of part (b) from separate atoms, placed as in silicon. It assumes neither a cut-off in transverse energy nor equilibrium. For the aligned beam only ions that enter within 0.6 Å of a string are followed (0.3 Å in the rigid run below). The others start with little transverse energy, and their yield is set to zero. Each atom vibrates independently, and electronic scattering, surface layers and defects are left out. It is thus a more detailed model, not a measurement.

For the aligned beam, averaged over depths from 960 to 3840 Å, the yield is 2.1 percent. The second digit is uncertain because the sample of ions is finite, and the value depends on the range of depth chosen. This is 1.7 times the analytic estimate. A second run keeps the deflecting atoms rigid but still counts encounters with the thermal density $P$. It gives 0.89 percent, to be compared with $x_2=0.68$ percent, the equilibrium result without a cut-off. The reason for the excess in this rigid case has not been tested. Scattering by displaced atoms, which changes $E_\perp$, then more than doubles the yield. The analytic formula represents this process by nothing better than its sharp cut-off.

For tilted beams, averaged over the direction of tilt and over depths from about 190 to 1150 Å, the yield is 0.03 at $0.5\,\psi_1$, 0.48 at $\psi_1$ and 0.94 at $1.5\,\psi_1$. It reaches one half at $0.84^\circ$, or $1.02\,\psi_1$.

Thermal motion accounts roughly for this position. By the equilibrium argument of part (f), ions that turn at $\rho_{\min}$ have a yield of about $\exp(-\rho_{\min}^2/u_2^2)$. This equals one half at

$$\rho_{\min}=u_2\sqrt{\ln2}=0.088\ \text{Å}.$$

Inverting the turning-point formula of part (c) gives

$$\frac{\psi}{\psi_1}=\sqrt{\frac12\ln\!\left(1+\frac{0.337^2}{0.088^2}\right)}=1.17 .$$

The yield thus rises when ions reach the thermal cloud, before the string picture of a rigid row breaks down. The estimate lies somewhat above the computed $1.02$. One effect of the right sign is the entry energy: an ion that enters at angle $\psi$ has $E_\perp=E\psi^2+U(\rho)$, which exceeds $E\psi^2$, so a given closest approach is reached at a smaller external angle. A second effect of the same sign and similar size is that the estimate uses the potential of a rigid row inside the thermal cloud. Averaged over the displacements, the potential there is lower, so ions penetrate further at a given angle.

That the half-yield angle falls so near $\psi_1$ is therefore partly a matter of the numbers: in this crystal $r_1=0.133$ Å is comparable with $u_2=0.106$ Å. A larger vibration amplitude lowers the angle: doubling $u_1$ in the estimate above changes $1.17$ to $0.88$. This shows the trend only, since the two neglected effects and the scattering by displaced atoms lower the angle further.

The energy dependence does not rest on this coincidence. Any fixed limit of transverse energy gives an angle proportional to $E^{-1/2}$, so this tests the energy dependence of $\psi_1$ but not its numerical factor. Raising the energy to 4 MeV should halve the angle, and the computed half-yield angle falls from $0.84^\circ$ to $0.43^\circ$, a ratio of 0.50 when formed from the unrounded angles. The 4 MeV run averages over a longer range of depth, from about 190 to 2300 Å. Since the half-yield angle changes slightly with depth, the comparison is meaningful only to a few percent. The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
ion energy E = 1000000 eV
e^2/(4 pi eps0) = 14.3996 eV angstrom
Z1 Z2 e^2 = 403.19 eV angstrom
ion speed / (Z1 * Bohr speed) = 1.587
silicon lattice parameter = 5.4310 angstrom
row spacing d = 3.8403 angstrom
atomic density N = 0.04994 per cubic angstrom
area per string A0 = 5.2142 square angstrom
distance between paired strings = 1.3578 angstrom
screening length a = 0.1944 angstrom
C a = 0.3367 angstrom
input u1 = 0.075 angstrom; u2 = 0.1061 angstrom
potential scale K = 104.99 eV
U(0.1 angstrom): formula 263.778, integral 263.778 eV
U(0.3 angstrom): formula 85.578, integral 85.578 eV
U(1.0 angstrom): formula 11.273, integral 11.273 eV
one-atom deflection at 0.2 angstrom = 1.4901 mrad
psi1 = 14.491 mrad = 0.830 degree
a/d = 50.62 mrad
E psi1^2 = 209.98 eV
r1/a = 0.6852; r1 = 0.1332 angstrom
d psi1 = 0.0556 angstrom
trajectory closest approach = 0.1330 angstrom
trajectory final transverse energy = 210.10 eV
self-consistent psi_c = 1.047 degree
psi_c/psi1 = 1.261; d psi_c = 0.0702 angstrom
max relative change of E_perp at psi1 = 3.12e-05
max relative change of E_perp at psi_c = 3.64e-05
max relative change of E_perp at 2 psi1 = 5.22e+05
static minimum yield x1 = 1.069 percent
thermal area fraction x2 = 0.678 percent
thermal correction = 0.140 percent
minimum yield chi = 1.209 percent
chi from full cell integral = 1.211 percent
simulation depth averaged from 960 to 3840 angstrom
simulated yield, rigid deflectors = 0.89 percent
simulated yield, vibrating atoms = 2.07 percent
simulated / formula, vibrating = 1.71
simulated random level = 0.990
simulated yield at 0.50 psi1 = 0.029
simulated yield at 0.75 psi1 = 0.115
simulated yield at 1.00 psi1 = 0.477
simulated yield at 1.25 psi1 = 0.856
simulated yield at 1.50 psi1 = 0.943
simulated yield at 2.00 psi1 = 0.956
simulated half-yield angle, 1 MeV = 0.84 degree
half-yield angle / psi1 = 1.02
simulated half-yield angle, 4 MeV = 0.43 degree
half-yield angle ratio 4 MeV / 1 MeV = 0.50
```
